# The Ward Identity for the Vertex and Its Two Long-Wavelength Limits, part 2

The long-wavelength density and current vertices depend on whether $q\to0$ or $\omega\to0$ is taken first. So far this was argued from symmetry; the question now is which diagram knows about the order of limits, and how large the difference is in GW.

In atomic units ($\hbar=m=e=1$), $G$ is the Green function, $\Sigma$ the self-energy, $\varepsilon$ the imaginary frequency measured from the chemical potential $\mu$, and $\epsilon_{\mathbf k}=k^2/2$. Write $G_+=G(\mathbf k+\mathbf q,i\varepsilon+i\omega)$ and $G_-=G(\mathbf k,i\varepsilon)$. A probe of strength $U$ has bare vertex $\gamma=1$ for the density $\rho_{\mathbf q}$ and $\gamma=\mathbf k+\mathbf q/2$ for the current. $J_{\mathbf q}=[H,\rho_{\mathbf q}]$ has vertex $\Gamma_J=\mathbf q\cdot\mathbf\Gamma$, and $H_{\rm int}$ is the interaction. $Z$, $v^*$ and $m^*$ are the quasiparticle weight, velocity and mass; $\kappa$ is the compressibility, $\kappa_0$ that of the free gas at the same density $n$.

The results cited below are

$$i\omega\,\Gamma_0-\mathbf q\cdot\mathbf\Gamma=G_+^{-1}-G_-^{-1}.\tag{1}$$

$$\Gamma_0^\omega=1-\frac{\partial\Sigma}{\partial i\varepsilon},\qquad\hat{\mathbf q}\cdot\mathbf\Gamma^q=\hat{\mathbf q}\cdot\Big(\mathbf k+\frac{\partial\Sigma}{\partial\mathbf k}\Big).\tag{2}$$

$$\Gamma_0^\omega=\frac1Z,\qquad\Gamma^q=k_F+\partial_k\Sigma=\frac{k_F}{Zm^*}.\tag{3}$$

$$\Gamma_0^q=\frac{\partial G^{-1}}{\partial\mu}=1-\frac{\partial\Sigma}{\partial\mu}\Big|_{k,\,i\varepsilon}.\tag{4}$$

$$\Gamma_0^q=(k_F+\partial_k\Sigma)\,\frac{dk_F}{d\mu}.\tag{5}$$

$$i\omega\,\mathbf\Gamma=\mathbf k\,\big[G^{-1}(\mathbf k,i\varepsilon+i\omega)-G^{-1}(\mathbf k,i\varepsilon)\big]\quad\Rightarrow\quad\Gamma^\omega=k_F\Gamma_0^\omega=\frac{k_F}{Z}.\tag{7}$$

For the Coulomb interaction $v=4\pi/q^2$, these limits refer to proper vertices, from which the Hartree field is separated. With $\Pi_{0a}=2\int_kG_+G_-\Gamma_a$, where $a$ is $0$ or a Cartesian component, $i\omega\Pi_{00}=q_j\Pi_{0j}$. The full density vertex is $\Gamma_0/\epsilon$ with $\epsilon=1-v\Pi_{00}$, which in the static limit is $\epsilon=1+4\pi(dn/d\mu)/q^2$.

Lines marked A in the final output concern a six-site ring of spinless fermions used to test (1), with hopping $t=1$ eV, nearest-neighbour repulsion $V=1.5$ eV, $\mu=0.5$ eV and temperature $T=0.5$ eV; there `Gamma_rho` is $\Gamma_0$.

**A.** We work at $T=0$ in atomic units with $G^{-1}=i\varepsilon+\mu-k^2/2-\Sigma\simeq[i\varepsilon-v^*(k-k_F)]/Z$ and $v^*=k_F/m^*$. The proper density and current vertices $\Gamma_0,\mathbf\Gamma$ are defined by $\delta G=UG_+\Gamma G_-$, equivalently $\Gamma=\gamma+\delta\Sigma/\delta U$, and obey $i\omega\Gamma_0-\mathbf q\cdot\mathbf\Gamma=G_+^{-1}-G_-^{-1}$. Superscript $\omega$ means $q\to0$ first, superscript $q$ means $\omega\to0$ first, and at the Fermi surface

$$\Gamma_0^\omega=\frac1Z,\quad\Gamma_0^q=(k_F+\partial_k\Sigma)\frac{dk_F}{d\mu},\quad\Gamma^\omega=\frac{k_F}{Z},\quad\Gamma^q=k_F+\partial_k\Sigma .$$

Also $\int_k=\int d^3k\,d\varepsilon/(2\pi)^4$, $\mu_0=k_F^2/2$ and $\kappa/\kappa_0=k_F\,dk_F/d\mu$.

The order of limits lives in the product $G_+G_-$. For poles at $\xi_\pm$ with unit weight, partial fractions give

$$\frac{1}{(i\varepsilon+i\omega-\xi_+)(i\varepsilon-\xi_-)}=\frac{1}{i\omega+\xi_--\xi_+}\Big[\frac1{i\varepsilon-\xi_-}-\frac1{i\varepsilon+i\omega-\xi_+}\Big].$$

The symmetric integral of one pole is $\int\frac{d\varepsilon}{2\pi}\frac{-\xi}{\varepsilon^2+\xi^2}=-\frac12{\rm sgn}\,\xi=n-\frac12$ with $n=\theta(-\xi)$, so

$$\int\frac{d\varepsilon}{2\pi}G_+G_-=\frac{n_--n_+}{i\omega+\xi_--\xi_+},\tag{8}$$

which was tested by quadrature for all four sign combinations of $\xi_\pm$. For small $q$, $\xi_+-\xi_-=s\equiv\mathbf v^*\!\cdot\mathbf q$ and $n_--n_+\to s\,\delta(\xi)$. Away from $\varepsilon=\xi=0$ the product tends to $G^2$ along any path, so the path-dependent part is concentrated at that point, and (8) gives its weight. At $q=0$ the weight is zero. Restoring a factor $Z$ per pole, and assuming that the incoherent parts of $G$ add nothing path dependent,

$$G_+G_-\to(G^2)^\omega+2\pi Z^2\delta(\varepsilon)\delta(\xi)\frac{s}{i\omega-s}.\tag{9}$$

The last factor is $0$ in the dynamic limit and $-1$ in the static limit, whatever the direction of $\mathbf q$, which supplies the independence of $\hat{\mathbf q}$ used earlier. For $G_0=1/(i\varepsilon-\xi)$ the two limits are two derivatives: $(G_0^2)^\omega=-\partial G_0/\partial i\varepsilon$ integrates to zero over $\varepsilon$, and $(G_0^2)^q=\partial G_0/\partial\xi$ integrates to $\partial n/\partial\xi=-\delta(\xi)$. The extra term counts real particle-hole pairs of energy $s$, which can follow the probe if $\omega\ll s$ and cannot if $\omega\gg s$.

**Q.** One singular product. How does it turn into the ratios of the vertices?

**A.** Let $I=\delta\Sigma/\delta G$ without the Hartree term, assumed to have a unique limit as $q,\omega\to0$. Then $\delta\Sigma=I\,\delta G$ gives the Bethe–Salpeter equation $\Gamma=\gamma+I\,G_+G_-\Gamma$, products implying $\int_k$ and a spin sum. Write (9) as $R+\Delta$. Then $(1-IR)\Gamma=\gamma+I\Delta\Gamma$. Multiplying by $(1-IR)^{-1}$ and noting $\Gamma^\omega=(1-IR)^{-1}\gamma$,

$$\Gamma=\Gamma^\omega+\mathcal A\,\Delta\,\Gamma,\qquad\mathcal A=(1-IR)^{-1}I .$$

The delta functions reduce $\int_k$ to $N^*\!\int d\Omega/4\pi$ with $N^*=k_F^2/(2\pi^2v^*)$ per spin. Define the spin-symmetric Landau function $F(\cos\theta)=Z^2N^*\sum_{\sigma'}\mathcal A=\sum_lF_lP_l(\cos\theta)$ on the Fermi surface. Then

$$\Gamma(\hat{\mathbf k})=\Gamma^\omega(\hat{\mathbf k})+\int\frac{d\Omega'}{4\pi}F(\hat{\mathbf k}\cdot\hat{\mathbf k}')\frac{s'}{i\omega-s'}\Gamma(\hat{\mathbf k}').\tag{10}$$

In the static limit the factor is $-1$, and the addition theorem gives $\int\frac{d\Omega'}{4\pi}P_l(\hat{\mathbf k}\cdot\hat{\mathbf k}')Y_{l'm}(\hat{\mathbf k}')=\delta_{ll'}Y_{lm}(\hat{\mathbf k})/(2l+1)$. The density vertex has $l=0$ and the current vertex $l=1$:

$$\Gamma_0^q=\frac{\Gamma_0^\omega}{1+F_0},\qquad\Gamma^q=\frac{\Gamma^\omega}{1+F_1/3}.\tag{11}$$

Comparing with the four limits gives $\kappa/\kappa_0=m^*/(1+F_0)$ and, in the Galilean case, $m^*=1+F_1/3$. The limits coincide when $F_0$ or $F_1$ vanishes.

**Q.** I want to see a vertex equation solved at finite $q$ and $\omega$, with nothing of (9) to (11) put in.

**A.** Take the gas at $r_s=2$, $k_F=1.8133$ Å$^{-1}$, with a fixed interaction $w(p)=4\pi/(p^2+\lambda^2)$, where $\lambda^2=4k_F/\pi$ in atomic units, that is $\lambda=2.0888$ Å$^{-1}$, in the exchange approximation. Then $\Sigma(k)=-\int\frac{d^3k'}{(2\pi)^3}w\,n_{k'}$ has no frequency dependence, $Z=1$, and $I=-w$ between equal spins. The ladder equation was discretized over the shell where $n_-\ne n_+$, using (8) with the full energies $k^2/2+\Sigma(k)$. At $q=0.3k_F$ and $\omega=0.2$ hartree the solutions satisfy the identity and $i\omega\Pi_{00}=q_j\Pi_{0j}$; both are tested. For the limits, finite differences of $\Sigma$ give $k_F+\partial_k\Sigma=14.5328$ eV Å and $d\mu/dk_F=11.3474$ eV Å, so (5) predicts $14.5328/11.3474=1.2807$. Independently, $\mathcal A=-w$ because $R$ integrates to zero against a static kernel, and with $p^2=2k_F^2(1-x)$,

$$F_0=-\frac{k_F^2}{2\pi^2v^*}\,\frac12\int_{-1}^1\!\frac{4\pi\,dx}{2k_F^2(1-x)+\lambda^2}=-\frac{\ln(1+4k_F^2/\lambda^2)}{2\pi v^*}=-0.2192,$$

so that $1/(1+F_0)=1.2807$. The ladder at $q=10^{-3}k_F$, $\omega=0$ returns $\Gamma_0=1.2807$ and $\Gamma=14.5328$ eV Å, tested against both predictions. At $\omega=10^4v^*q$ it returns $1$ and $13.8176$ eV Å, the bare $\hbar v_F$; this is a weak test, since (8) then simply vanishes. In between, for $\mathbf k\perp\mathbf q$ and $y=\omega/v^*q=0,\,0.3,\,1,\,3,\,10$, the vertex is $1.281,\,1.150,\,1.045,\,1.007,\,1.001$. Keeping $F_0$ alone in (10), $\frac12\int dx\,x/(iy-x)=-g$ with $g=1-y\arctan(1/y)$, so $\Gamma_0=1/(1+F_0g)$. At $y=1$, $g=0.2146$ and this gives $1.049$ against $1.045$; since in this model (10) with $\mathcal A=-w$ is the $q\to0$ limit of the ladder equation itself, the difference is attributed to the dropped harmonics $F_{l\ge1}$; this was not tested separately.

**Q.** That model has $Z=1$. What vertex goes with $\Sigma=-GW$, and does it obey the identity?

**A.** Let $p=(\mathbf p,i\nu)$, $\Sigma(k)=-\int_pW(p)G(k+p)$, $W=v/(1-vP)$ and $P(p)=2\int_{k'}G(k'+p)G(k')$. From $W^{-1}=v^{-1}-P$ follows $\delta W=W\,\delta P\,W$, so

$$\delta\Sigma=-W\,\delta G-(W\,\delta P\,W)\,G .$$

The first term is the ladder, the second the pair of Aslamazov–Larkin (AL) terms. Let $\Lambda=i\omega\Gamma_0-\mathbf q\cdot\mathbf\Gamma$, which obeys the vertex equation with source $i\omega-(\epsilon_+-\epsilon_-)$, and try $\Lambda=G_+^{-1}-G_-^{-1}$, so that $\delta G=G_--G_+$. The ladder gives $-\int W[G(k+p)-G(k+q+p)]=\Sigma_--\Sigma_+$, which with the source reproduces $\Lambda$. In space and time this $\delta G$ is $[\phi(1)-\phi(2)]G(1,2)$ with $\phi=e^{i\mathbf q\cdot\mathbf x-i\omega\tau}$. Since $P(1,2)\propto G(1,2)G(2,1)$, its variation carries $\phi(1)-\phi(2)+\phi(2)-\phi(1)=0$, and the AL terms drop out. If the vertex equation has a unique solution, the identity holds for self-consistent $G$, with or without AL terms. With $G_0$ inside $\Sigma$ it also holds exactly, provided the vertex is the response of that same $\Sigma$: the source is then $G_{0+}^{-1}-G_{0-}^{-1}$, $\delta G_0=G_{0-}-G_{0+}$, and the argument is unchanged. If dressed $G$ are used as legs while $\Sigma$ is built from $G_0$, it is guaranteed only to first order in $W$. The choice $\Gamma_0=1$ contradicts it at $q=0$ whenever $Z\neq1$.

**Q.** If the AL terms drop out of the identity, can I forget them?

**A.** Not for the two limits that the identity leaves open. Work to first order in $W$, with $G_0$ built on $\xi=k^2/2-\mu_0$, and set $k=k_F$, $\varepsilon=0$ at the end.

Density, dynamic: $\delta G=-U\partial_{i\varepsilon}G_0$, and $\delta P$ is the integral of a total frequency derivative, zero. The ladder is $\int W\partial_{i\varepsilon}G_0=-\partial\Sigma/\partial i\varepsilon$.

Density, static: by (9) the ladder gains $+\int W\,2\pi\delta(\varepsilon')\delta(\xi')$, and $U=-\delta\mu_0$ gives $\delta P=-U\partial_{\mu_0}P$. The total must be $-\partial\Sigma/\partial\mu_0$:

$$\Gamma_0^q-\Gamma_0^\omega=\frac{\partial\Sigma}{\partial i\varepsilon}-\frac{\partial\Sigma}{\partial\mu_0}={\rm FS}_0+{\rm AL}_0,\tag{12}$$

$${\rm FS}_l=\frac{k_F^{l+1}}{4\pi^2}\int_{-1}^1dx\,x^l\,W(k_F\sqrt{2-2x},0),\qquad{\rm AL}_0=\int_pW^2\,\partial_{\mu_0}P\;G_0(k+p).$$

The prefactor is $\int\frac{d^3k'}{(2\pi)^3}\delta(\xi')=\frac{k_F}{4\pi^2}\int dx$, times the bare vertex $(k_Fx)^l$.

Current, static: a probe $\mathbf A\cdot\mathbf k$ gives $\delta G=\mathbf A\cdot\partial_{\mathbf k}G_0$. Then $\delta P=0$ by a shift of $\mathbf k'$, and the ladder is $\partial_k\Sigma$.

Current, dynamic: removing the Fermi-surface term, the ladder is $\partial_k\Sigma-{\rm FS}_1$. Now $\delta G(k)=-(\mathbf k\cdot\mathbf A)\partial_{i\varepsilon}G_0$. In $\delta P$ the two lines carry $(\mathbf k'+\mathbf p)\cdot\mathbf A$ and $\mathbf k'\cdot\mathbf A$; the common part $\mathbf k'\cdot\mathbf A$ multiplies a total frequency derivative, and the rest is $\delta P=-(\mathbf p\cdot\mathbf A)\partial P/\partial i\nu$. Hence

$${\rm AL}_1=\int_pW^2\frac{\partial P}{\partial i\nu}(\mathbf p\cdot\hat{\mathbf k})G_0=\int_p\frac{\partial W}{\partial i\nu}(\mathbf p\cdot\hat{\mathbf k})G_0 .$$

The dynamic ladder is also $\int W(k+\mathbf p\cdot\hat{\mathbf k})\partial_{i\nu}G_0=-\int\partial_{i\nu}W(k+\mathbf p\cdot\hat{\mathbf k})G_0$ by parts. Adding ${\rm AL}_1$ leaves $-k\int\partial_{i\nu}W\,G_0$, and $\partial\Sigma/\partial i\varepsilon=-\int W\partial_{i\nu}G_0=\int\partial_{i\nu}W\,G_0$. The sum is $-k\,\partial\Sigma/\partial i\varepsilon$, the Galilean result, and

$$\Gamma^q-\Gamma^\omega=\partial_k\Sigma+k_F\frac{\partial\Sigma}{\partial i\varepsilon}={\rm FS}_1-{\rm AL}_1.\tag{13}$$

**Q.** How are these integrals evaluated, and how do I know that $\Sigma$ itself is right?

**A.** From (8), using $\mathbf k'\to-\mathbf k'-\mathbf p$ in the second term, $P=-2\int\frac{d^3k'}{(2\pi)^3}n_{k'}\frac{2D}{\nu^2+D^2}$ with $D=k'px+p^2/2$. With $z=p/2k_F$, $u=\nu/pk_F$ and $L=\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}$ its closed form, tested against that quadrature, is

$$P=-\frac{k_F}{\pi^2}\Big[\frac12+\frac{1-z^2+u^2}{8z}L-\frac u2\Big(\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big)\Big].$$

Since $\partial n/\partial\mu_0=\delta(\xi)$, $\partial_{\mu_0}P=-2\frac{k_F}{4\pi^2}\int dx\frac{2D}{\nu^2+D^2}=-L/(2\pi^2p)$, which is negative. With $\xi_\pm=(k\pm p)^2/2-\mu_0$ the angular integral of $G_0$ is $\frac1{kp}\ln\frac{i\nu-\xi_-}{i\nu-\xi_+}$. Its real part is negative at $k=k_F$, where $\xi_+^2-\xi_-^2=2kp^3>0$, so ${\rm AL}_0>0$. ${\rm FS}_0>0$ because $W(p,0)>0$. At this order the static density vertex therefore exceeds the dynamic one at every density.

For $\Sigma$, write $W=v+W_c(p,0)+\Delta W$ with $\Delta W=W(p,i\nu)-W(p,0)$. The instantaneous $v$ takes the equal-time limit $n$, and $W_c$ takes the symmetric integral $n-\frac12$:

$$\Sigma(k,0)=-\!\int\!\frac{d^3p}{(2\pi)^3}W(p,0)n_{\mathbf k+\mathbf p}+\frac12\!\int\!\frac{d^3p}{(2\pi)^3}W_c(p,0)-\int_p\Delta W\,G_0 .$$

At $r_s=2$ and $k=k_F$ these are $-2.2293-10.2027+2.2284=-10.204$ eV. The near cancellation of the first and third terms is an accident of this density (they are $-6.18$ and $+3.13$ eV at $r_s=1$, $-0.74$ and $+1.50$ eV at $r_s=4$), and nothing below uses it. A check comes from the RPA correlation energy per volume, $E_c=\frac12\int_p[\ln(1-vP)+vP]$. Its derivative is $-\frac12\int_pW_c\,\partial_{\mu_0}P$. With $N_0=k_F/2\pi^2$, the formula above is $\partial_{\mu_0}P=2N_0\langle G_0(i\nu)+G_0(-i\nu)\rangle$ averaged over the Fermi surface, so $dE_c/d\mu_0=2N_0\Sigma_c(k_F,0)$, and $dn/d\mu_0=2N_0$. Hence $dE_c/dn=\Sigma_c(k_F,0)$, the Hugenholtz–van Hove theorem at this level. Adding exchange, $-k_F/\pi$, the energy route gives $-10.2035$ eV, tested to agree within $10^{-5}$ hartree.

**Q.** Then give me the numbers.

**A.** The level is $G_0W_0$ with RPA screening at $r_s=2$: no self-consistency, no vertex correction inside $\Sigma$ or $P$. Here $E_F=12.528$ eV and $\hbar v_F=13.8176$ eV Å, which is $k_F$ in the algebra. The derivatives at the Fermi surface are $\partial\Sigma/\partial i\varepsilon=-a$ with $a=0.3086$, tested against ${\rm Im}\,\Sigma(i\varepsilon)/\varepsilon=-0.3085$ at $\varepsilon=0.0027$ eV; $\partial_k\Sigma=4.3708$ eV Å $=bk_F$ with $b=0.3163$; and the total derivative $d\Sigma(k_F,0)/dk_F=-4.9524$ eV Å. The chain rule gives $\partial\Sigma/\partial\mu_0=(-4.9524-4.3708)/13.8176=-c$ with $c=0.6747$. Then

$$Z=\frac1{1.3086}=0.7642,\qquad m^*=\frac{1+a}{1+b}=\frac{1.3086}{1.3163}=0.994,$$

$$\frac{d\mu}{dk_F}=13.8176-4.9524=8.8652\ \text{eV Å},\qquad\frac\kappa{\kappa_0}=\frac{13.8176}{8.8652}=1.5586 .$$

Test of (12): the derivatives give $0.3662$ and the diagrams $0.2453+0.1209=0.3662$. Test of (13): the derivatives give $0.1073$ eV Å and the diagrams $0.6969-0.5895$, also $0.1073$ eV Å before rounding. Each test allows an absolute $2\times10^{-4}$ in atomic units. A ladder with fixed $W$ obeys the identity, yet at this order it would give $\Gamma_0^q=1.3086+0.2453=1.554$ in place of $1+c=1.675$, and $\Gamma^\omega=18.1884-0.6969=17.49$ eV Å in place of the Galilean value below.

The current vertices are $\Gamma^\omega=18.08$ eV Å ($1.256$ a.u.) and $\Gamma^q=13.8176+4.3708=18.19$ eV Å ($1.263$ a.u.). They differ by $0.6\%$ of $\Gamma^\omega$, because ${\rm FS}_1$ and ${\rm AL}_1$ largely cancel; $F_1=3(m^*-1)\approx-0.02$ is a small difference of larger terms, and even its sign may depend on what the level omits.

The density vertices are far apart, and the static one needs care. If $G^{-1}=i\varepsilon+\mu-k^2/2-\Sigma(k,i\varepsilon;\mu_0)$ with $\mu=\mu_0+\Sigma(k_F,0)$, then (4) gives $1+c\,d\mu_0/d\mu=1+0.6747\times1.5586=2.052$, equal to (5), $18.1884/8.8652=2.052$, since $d\mu/d\mu_0=1+b-c$. The first-order value $1.67$ and this resummed value $2.05$ differ by terms of second and higher order in $W$, which $G_0W_0$ does not control. At $r_s=2$ both lie well above $\Gamma_0^\omega=1.31$. The ordering at every density found earlier holds for the first-order value only: the resummed value $(1+b)/(1+b-c)$ grows to $6.2$ at $r_s=4$, diverges with the RPA compressibility near $r_s=5.1$, and is negative beyond. In quasiparticle terms $Z\Gamma_0^\omega=1$ and $Z\Gamma_0^q=1.57$, so the cancellation of $Z$ by the vertex belongs to the dynamic limit. Defining $F_0$ through (11), $1+F_0=(1+a)(1+b-c)/(1+b)=1+a-cm^*$, so $F_0=-0.362$. It is close to the first-order $a-c=-0.366$ because $m^*$ is close to one. These $F_l$ are read off from (11), not computed independently.

**Q.** Where does all this break down?

**A.** Each result fails with the assumption it used. Identity (1) needs $[H_{\rm int},\rho]=0$; a nonlocal interaction or potential adds its commutator to $J_{\mathbf q}$. Result (7) needs current to equal conserved momentum, which a lattice or static impurities remove. The splitting (9) needs undamped poles, so at finite temperature or with impurities it applies for $\omega$ or $v^*q$ above the scattering rate. Results (3) need the derivatives of $\Sigma$ to exist: they are empty if $Z=0$, and in Coulomb exchange without screening ${\rm FS}_1\propto\int dx\,x/(1-x)$ diverges logarithmically at $x=1$, and $\partial_k\Sigma$ with it. A paired state has no pole of the assumed form at $k_F$. As $1+F_0\to0$, $\Gamma_0^q$ diverges together with $\kappa$ while $\Gamma_0^\omega$ stays at $1/Z$. In the electron gas at the level used here this happens near $r_s=5.1$; the full vertex $\Gamma_0^q/\epsilon$ remains finite and proportional to $q^2$ there, because $\epsilon$ carries the same factor $dn/d\mu$. The second relation in (2) survives this as long as $\Gamma_0$ is finite at each $q\neq0$, because $i\omega\Gamma_0$ then still vanishes when $\omega\to0$ is taken first.

## Values computed for the example and the checks

```
A ring L=6: t=1.0 eV, V=1.5 eV, mu=0.5 eV, T=0.5 eV, k=q=2pi/6
A frequencies: e=1.57080 eV, w=3.14159 eV
A Gamma_rho = 0.92939+0.19506i, Gamma_J = 2.32942-0.25639i eV
A iw Gamma_rho - Gamma_J = -2.94223+3.17617i eV
A difference of G^-1     = -2.94223+3.17617i eV
A same with bare vertices= -2.00000+3.14159i eV
A q=0: Gamma0(w=2piT) = 1.00035+0.01141i, Gamma0(w=0) = 0.82055-0.00900i
B,C rs=2.0: kF=1.81334 1/A, EF=12.5280 eV, hbar vF0=13.8176 eV A
B Yukawa lambda=2.08879 1/A, Sigma(kF)=-2.1077 eV
B kF+dSigma/dk=14.5328 eV A, dmu/dkF=11.3474 eV A, F0=-0.21919
B ladder stat: Gamma0=1.28072, Gamma_z=14.5328 eV A
B ladder dyn : Gamma0=1.00000, Gamma_z=13.8176 eV A
B Gamma0(k perp q) at w/(vq)=0: 1.28072
B Gamma0(k perp q) at w/(vq)=0.3: 1.15046
B Gamma0(k perp q) at w/(vq)=1: 1.04535
B Gamma0(k perp q) at w/(vq)=3: 1.00689
B Gamma0(k perp q) at w/(vq)=10: 1.00065
C Sigma(kF,0)=-10.2035 eV, mu_xc from RPA energy=-10.2035 eV
C parts: SEX=-2.2293, COH=-10.2027, dynamic=2.2284 eV
C dSigma/die=-0.3086, Im Sigma(ie)/e at e=0.00272 eV: -0.3085
C dSigma/dk=4.3708 eV A, ratio to kF=0.3163
C dSigma(kF,0)/dkF=-4.9524 eV A, dmu/dkF=8.8652 eV A
C dSigma/dmu0 at fixed k=-0.6747
C Z=0.7642, m*/m=0.9941, kappa/kappa0=1.5586
C FS0=0.2453, AL0=0.1209, sum=0.3662
C dSigma/die - dSigma/dmu0=0.3662
C FS1=0.6969, AL1=0.5895, FS1-AL1=0.1073 eV A
C dSigma/dk + kF dSigma/die=0.1073 eV A
C Gamma0_dyn=1.3086
C Gamma0_stat first order=1.6747, resummed=2.0517
C Gamma_dyn=18.0811 eV A = 1.2557 a.u.
C Gamma_stat=18.1884 eV A = 1.2631 a.u.
C Z*Gamma0_stat=1.5679, Z*Gamma_stat=13.8996 eV A
C F0s=-0.3622, F1s=-0.018
```
